# Continuous Transitions: One Real Irreducible Order Parameter and Its Isotropy Subgroup: a program that tests the result

```python
"""Result under test: at a generic continuous transition the critical distortions
form ONE representation irreducible over the reals, and the low-symmetry group is
the stabilizer of the order-parameter vector (its isotropy subgroup).

Model: central ion, displacement u, and four ligands, displacements v_i, in a plane.
W = kappa u^2/2 + beta u^4/4 + g ux^2 uy^2 + sum_i [K v_i^2/2 + k (r_i - d)^2/2],
r_i = |R_i + v_i - u|.  Configuration x = (u, v_1, ..., v_4), symmetry group C4v.
Units: eV and angstrom (A).  q = k K/(k+K) is the stiffness of two springs in series.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
k, K, d, beta = 4.0, 4.0, 2.0, 4.0
unit_sites = np.array([[1, 0], [0, 1], [-1, 0], [0, -1]], float)
sites = d * unit_sites
q = k * K / (k + K)
share = k / (k + K)


def energy(x, kappa, g):
    u, v = x[:2], x[2:].reshape(4, 2)
    r = np.sqrt(np.sum((sites + v - u)**2, axis=1))
    u2 = u @ u
    return (kappa*u2/2 + beta*u2**2/4 + g*u[0]**2*u[1]**2
            + K*np.sum(v**2)/2 + k*np.sum((r - d)**2)/2)


def gradient(x, kappa, g):
    u, v = x[:2], x[2:].reshape(4, 2)
    rel = sites + v - u
    r = np.sqrt(np.sum(rel**2, axis=1))
    pull = (k*(r - d)/r)[:, None] * rel
    onsite = 2*g*np.array([u[0]*u[1]**2, u[0]**2*u[1]])
    return np.concatenate([kappa*u + beta*(u @ u)*u + onsite - pull.sum(axis=0),
                           (K*v + pull).ravel()])


def hessian(x, kappa, g):
    """Complex-step derivative of the gradient."""
    h = 1e-30
    cols = [gradient(x + 1j*h*e, kappa, g).imag/h for e in np.eye(10)]
    H = np.array(cols).T
    return (H + H.T)/2


# ---- symmetry operations in the plane and on all ten coordinates
c4 = np.array([[0., -1.], [1., 0.]])
mirror_x_axis = np.diag([1., -1.])
plane_ops = [np.linalg.matrix_power(c4, n) @ m
             for m in (np.eye(2), mirror_x_axis) for n in range(4)]
names = ["E", "C4", "C2", "C4^3", "m(y=0)", "m(y=x)", "m(x=0)", "m(y=-x)"]


def full_operation(M):
    D = np.zeros((10, 10))
    D[:2, :2] = M
    for i in range(4):
        j = int(np.argmin(np.sum((unit_sites - M @ unit_sites[i])**2, axis=1)))
        D[2+2*j:4+2*j, 2+2*i:4+2*i] = M
    return D


ops = [full_operation(M) for M in plane_ops]
x_test = 0.2*rng.normal(size=10)
for D in ops:
    assert abs(energy(D @ x_test, -3., 1.3) - energy(x_test, -3., 1.3)) < 1e-12
complex_step = [energy(x_test + 1e-30j*e, -3., 1.3).imag/1e-30 for e in np.eye(10)]
assert np.allclose(complex_step, gradient(x_test, -3., 1.3), atol=1e-12)


def quadratic_invariants(mats):
    """Number of quadratic invariants; it is 1 only if irreducible over the reals."""
    return np.mean([(np.trace(m)**2 + np.trace(m @ m))/2 for m in mats])


def cubic_invariants(mats):
    return np.mean([(np.trace(m)**3 + 3*np.trace(m)*np.trace(m @ m)
                     + 2*np.trace(m @ m @ m))/6 for m in mats])


def invariant_rank(mats, degree):
    """Independent count: rank of group-averaged monomials at random points."""
    pts = rng.normal(size=(15, 2))
    table = sum(np.array([(pts @ m.T)[:, 0]**(degree-j) * (pts @ m.T)[:, 1]**j
                          for j in range(degree+1)]).T for m in mats)/len(mats)
    return int(np.linalg.matrix_rank(table, tol=1e-9))


def average(A, mats):
    return sum(m @ A @ m.T for m in mats)/len(mats)


def level_blocks(values):
    cuts = np.where(np.diff(values) > 1e-8)[0] + 1
    return np.split(np.arange(len(values)), cuts)


# ---- critical point of the model and its kernel
origin = np.zeros(10)
kappa_c = brentq(lambda s: np.linalg.eigvalsh(hessian(origin, s, 0.))[0],
                 -6., -2., xtol=1e-14)
assert abs(kappa_c + 2*q) < 1e-10
levels, modes = np.linalg.eigh(hessian(origin, kappa_c, 0.))
assert np.sum(abs(levels) < 1e-9) == 2 and levels[2] > 1
soft = modes[:, :2]
soft_ops = [soft.T @ D @ soft for D in ops]
n_quad = quadratic_invariants(soft_ops)
n_cubic = cubic_invariants(soft_ops)
assert abs(n_quad - 1) < 1e-9 and abs(n_cubic) < 1e-9
assert invariant_rank(soft_ops, 2) == 1 and invariant_rank(soft_ops, 3) == 0
n_quartic = invariant_rank(soft_ops, 4)
assert n_quartic == 2
assert np.allclose(soft[2] / soft[0], share) or np.allclose(
    soft[2, :]*1.0, share*soft[0, :], atol=1e-9)

# ---- generic one-parameter paths A - s B: what becomes singular first?
n_paths, kernel_sizes = 200, []
for _ in range(n_paths):
    M = rng.normal(size=(10, 10))
    A = average(M @ M.T + np.eye(10), ops)
    M = rng.normal(size=(10, 10))
    B = average(M + M.T, ops)
    lam, vec = eigh(B, A)
    assert lam[-1] > 0
    V = vec[:, level_blocks(lam)[-1]]
    restricted = [V.T @ A @ D @ V for D in ops]
    assert abs(quadratic_invariants(restricted) - 1) < 1e-7
    kernel_sizes.append(V.shape[1])

# ---- complex type: pure rotations C4, whose complex representations are 1-dimensional
rotations = ops[:4]
M = rng.normal(size=(10, 10))
lam, vec = np.linalg.eigh(average(M + M.T, rotations))
c4_sizes = []
for block in level_blocks(lam):
    V = vec[:, block]
    assert abs(quadratic_invariants([V.T @ D @ V for D in rotations]) - 1) < 1e-8
    c4_sizes.append(len(block))
assert sorted(c4_sizes) == [1, 1, 1, 1, 2, 2, 2]

# ---- quaternionic type: quaternion group acting on four real components
qi = np.array([[0, -1, 0, 0], [1, 0, 0, 0], [0, 0, 0, -1], [0, 0, 1, 0]], float)
qj = np.array([[0, 0, -1, 0], [0, 0, 0, 1], [1, 0, 0, 0], [0, -1, 0, 0]], float)
quaternions = [s*m for s in (1, -1) for m in (np.eye(4), qi, qj, qi @ qj)]
M = rng.normal(size=(4, 4))
quat_levels = np.linalg.eigvalsh(average(M + M.T, quaternions))
assert np.ptp(quat_levels) < 1e-12
assert abs(quadratic_invariants(quaternions) - 1) < 1e-12


# ---- isotropy subgroups of E: fixed-space rule against a direct scan of directions
def closure(elements):
    group = set(elements) | {0}
    while True:
        bigger = {int(np.argmin([np.abs(plane_ops[a] @ plane_ops[b] - m).sum()
                                 for m in plane_ops])) for a in group for b in group}
        if bigger == group:
            return frozenset(group)
        group = bigger


def fixed_dimension(group):
    return int(round(np.mean([np.trace(plane_ops[a]) for a in group])))


subgroups = {closure((a, b)) for a in range(8) for b in range(8)}
isotropy = {H for H in subgroups
            if all(fixed_dimension(J) < fixed_dimension(H) for J in subgroups if H < J)}


def stabilizer(vector, mats, sign=1):
    return frozenset(i for i, m in enumerate(mats)
                     if np.linalg.norm(m @ vector - sign*vector) < 1e-7)


scanned = {stabilizer(np.zeros(2), plane_ops)}
for angle in np.deg2rad(np.arange(360)):
    scanned.add(stabilizer(np.array([np.cos(angle), np.sin(angle)]), plane_ops))
assert scanned == isotropy


# ---- elimination of the ligands
def series_energy(u, kappa, g):
    r = np.sqrt(np.sum((sites - u)**2, axis=1))
    return (kappa*(u @ u)/2 + beta*(u @ u)**2/4 + g*u[0]**2*u[1]**2
            + q*np.sum((r - d)**2)/2)


def relax_ligands(u, kappa, g):
    x = np.concatenate([u, np.zeros(8)])
    for _ in range(15):
        x[2:] -= np.linalg.solve(hessian(x, kappa, g)[2:, 2:],
                                 gradient(x, kappa, g)[2:])
    assert np.linalg.norm(gradient(x, kappa, g)[2:]) < 1e-11
    return x


def quartic(theta, g):
    s2 = np.sin(2*theta)**2
    return beta/4 + q/(4*d**2)*(1 - 2.5*s2) + g*s2/4


u_test = np.array([0.3, 0.17])
x_relaxed = relax_ligands(u_test, kappa_c, 0.)
assert abs(energy(x_relaxed, kappa_c, 0.) - series_energy(u_test, kappa_c, 0.)) < 1e-11
for M, D in zip(plane_ops, ops):
    assert np.allclose(relax_ligands(M @ u_test, kappa_c, 0.), D @ x_relaxed, atol=1e-10)
g_values = (0.0, 2.5)
for g in g_values:
    for theta in (0., 0.3, np.pi/4, 1.2):
        u = 0.05*np.array([np.cos(theta), np.sin(theta)])
        found = energy(relax_ligands(u, kappa_c, g), kappa_c, g)/0.05**4
        assert abs(found/quartic(theta, g) - 1) < 2e-3  # sixth-order remainder
    grid = np.linspace(-2, 2, 81)
    assert min(series_energy(np.array([a, b]), kappa_c, g)
               for a in grid for b in grid) > -1e-12


# ---- full minimization in ten coordinates from random starts
def find_minimum(kappa, g):
    x = minimize(energy, 0.1*rng.normal(size=10), args=(kappa, g), jac=gradient,
                 method="BFGS", options={"gtol": 1e-8}).x
    for _ in range(6):
        x = x - np.linalg.solve(hessian(x, kappa, g), gradient(x, kappa, g))
    assert np.linalg.norm(gradient(x, kappa, g)) < 1e-11
    assert np.linalg.eigvalsh(hessian(x, kappa, g))[0] > 0
    return x


tangent = unit_sites @ c4.T
one_dim = {"A1": unit_sites/2,
           "B1": unit_sites*np.array([1, -1, 1, -1])[:, None]/2,
           "B2": tangent*np.array([1, -1, 1, -1])[:, None]/2,
           "A2": tangent/2}
one_dim = {name: np.concatenate([[0, 0], v.ravel()]) for name, v in one_dim.items()}
expected_signs = {"A1": (1, 1, 1), "A2": (1, -1, -1),
                  "B1": (-1, 1, -1), "B2": (-1, -1, 1)}
for name, vector in one_dim.items():
    for index, sign in zip((1, 4, 5), expected_signs[name]):
        assert np.allclose(ops[index] @ vector, sign*vector)

for g in g_values:
    for _ in range(5):
        assert np.linalg.norm(find_minimum(kappa_c + 0.04, g)) < 1e-9

depths = (0.04, 0.01)
results = {}
for g in g_values:
    best_angle = min((0., np.pi/4), key=lambda t: quartic(t, g))
    scan = np.linspace(0, np.pi/2, 181)
    assert quartic(best_angle, g) <= np.min(quartic(scan, g)) + 1e-12
    for depth in depths:
        kappa = kappa_c - depth
        minima = [find_minimum(kappa, g) for _ in range(40)]
        energies = [energy(x, kappa, g) for x in minima]
        assert np.ptp(energies) < 1e-12
        domains = {tuple(np.round(x[:2], 5)) for x in minima}
        x = max(minima, key=lambda y: y[0] + 0.5*y[1])
        eta = soft.T @ x
        L = stabilizer(x, ops)
        assert L == stabilizer(eta/np.linalg.norm(eta), soft_ops)
        assert L in isotropy and len(domains) == len(ops)//len(L)
        line_group = L | stabilizer(x[:2]/np.linalg.norm(x[:2]), plane_ops, -1)
        assert len(line_group) == 2*len(L)
        size = np.linalg.norm(x[:2])
        angle = np.arctan2(x[1], x[0])
        assert abs(angle - best_angle) < 1e-7
        stiffness = quartic(best_angle, g)
        size_formula = np.sqrt(depth/(4*stiffness))
        gain_formula = -depth**2/(16*stiffness)
        assert abs(size/size_formula - 1) < 5e-3  # higher orders of the expansion
        assert abs(energies[0]/gain_formula - 1) < 5e-3
        amplitude = {name: vector @ x for name, vector in one_dim.items()}
        ux, uy = x[:2]
        formula = {"A1": -share*size**2/(2*d), "B1": share*(ux**2 - uy**2)/(2*d),
                   "B2": -2*share*ux*uy/d, "A2": 0.}
        for name in one_dim:
            assert abs(amplitude[name] - formula[name]) < 0.01*size**2/d
        rest = x - soft @ eta - sum(amplitude[n]*one_dim[n] for n in one_dim)
        results[g, depth] = dict(size=size, size_formula=size_formula, angle=angle,
                                 gain=energies[0], gain_formula=gain_formula,
                                 amplitude=amplitude, formula=formula, L=L,
                                 line=len(line_group), domains=len(domains),
                                 rest=np.linalg.norm(rest))
    strong, weak = results[g, depths[0]], results[g, depths[1]]
    assert strong["L"] == weak["L"]
    assert abs(strong["size"]/weak["size"] - 2) < 0.02
    assert abs(strong["amplitude"]["A1"]/weak["amplitude"]["A1"] - 4) < 0.08
    assert abs(strong["rest"]/weak["rest"] - 8) < 0.4
assert results[0.0, 0.04]["L"] != results[2.5, 0.04]["L"]

# ---- a cubic invariant (E of C3v) forces a jump
c, s = np.cos(2*np.pi/3), np.sin(2*np.pi/3)
c3 = np.array([[c, -s], [s, c]])
c3v = [np.linalg.matrix_power(c3, n) @ m
       for m in (np.eye(2), mirror_x_axis) for n in range(3)]
c3v_cubic = cubic_invariants(c3v)
assert abs(c3v_cubic - 1) < 1e-12 and invariant_rank(c3v, 3) == 1
cubic_c, quartic_b = 0.4, 1.0
X, Y = np.meshgrid(np.linspace(-.5, .5, 501), np.linspace(-.5, .5, 501))
square = X**2 + Y**2
higher = -cubic_c*(X**3 - 3*X*Y**2) + quartic_b*square**2
low, high = 0.0, 0.2
for _ in range(40):
    middle = (low + high)/2
    if np.min(middle*square/2 + higher) < -1e-10:
        low = middle
    else:
        high = middle
a_jump = (low + high)/2
landscape = (a_jump - 1e-6)*square/2 + higher
r_jump = np.sqrt(square.flat[np.argmin(landscape)])
assert abs(a_jump - cubic_c**2/(2*quartic_b)) < 1e-6
assert abs(r_jump - cubic_c/(2*quartic_b)) < 3e-3  # grid spacing

# ---- output
hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0]*1e10
print(f"springs k, K = {k:.1f}, {K:.1f} eV/A^2; distance d = {d:.1f} A")
print(f"beta = {beta:.1f} eV/A^4; series stiffness q = {q:.3f} eV/A^2; s = {share:.3f}")
print(f"critical kappa = {kappa_c:.6f} eV/A^2 = {kappa_c*bohr**2/hartree:.6f} Eh/bohr^2")
print("Hessian levels at critical kappa (eV/A^2):",
      " ".join(f"{abs(v) if abs(v) < 1e-9 else v:.3f}" for v in levels))
print(f"critical space: dimension {soft.shape[1]}, quadratic invariants {n_quad:.0f}, "
      f"cubic {abs(n_cubic):.0f}, quartic {n_quartic}")
print(f"random paths: {n_paths}, all with one irreducible kernel; "
      f"dimension 1: {kernel_sizes.count(1)}, dimension 2: {kernel_sizes.count(2)}")
print(f"rotations C4 only: single levels {c4_sizes.count(1)}, "
      f"double levels {c4_sizes.count(2)}")
print(f"quaternion group: one level of dimension {len(quat_levels)}")
print(f"C4v subgroups: {len(subgroups)}; isotropy subgroups of E: {len(isotropy)}")
for g in g_values:
    print(f"g = {g:.1f} eV/A^4: B(axis) = {quartic(0., g):.4f}, "
          f"B(diagonal) = {quartic(np.pi/4, g):.4f} eV/A^4")
    for depth in depths:
        res = results[g, depth]
        print(f"  kappa_c - kappa = {depth:.2f} eV/A^2")
        print(f"    |u| = {res['size']:.6f} A (formula {res['size_formula']:.6f} A), "
              f"angle {abs(np.rad2deg(res['angle'])):.2f} deg")
        print(f"    energy gain = {res['gain']:.5e} eV "
              f"(formula {res['gain_formula']:.5e} eV)")
        for label, data in (("minimum", res["amplitude"]), ("formula", res["formula"])):
            print(f"    {label} A1, B1, B2 = " + ", ".join(
                f"{data[n] if abs(data[n]) > 1e-10 else 0.:.6f}"
                for n in ("A1", "B1", "B2")) + " A")
        print(f"    remaining E distortion = {res['rest']:.3e} A")
    res = results[g, depths[0]]
    print(f"  L = {{{', '.join(names[i] for i in sorted(res['L']))}}}, "
          f"domains {res['domains']}, order of line group {res['line']}")
main = results[0.0, 0.04]["size"]
print(f"main displacement, g = 0, depth 0.04: {main:.6f} A = {main/bohr:.6f} bohr")
print(f"C3v, E: cubic invariants {c3v_cubic:.0f}; c = {cubic_c:.1f} eV/A^3, "
      f"b = {quartic_b:.1f} eV/A^4")
print(f"  jump at a = {a_jump:.5f} eV/A^2, order parameter jumps to {r_jump:.3f} A")
print("PASS")
```

Running it gives:

```
springs k, K = 4.0, 4.0 eV/A^2; distance d = 2.0 A
beta = 4.0 eV/A^4; series stiffness q = 2.000 eV/A^2; s = 0.500
critical kappa = -4.000000 eV/A^2 = -0.041163 Eh/bohr^2
Hessian levels at critical kappa (eV/A^2): 0.000 0.000 4.000 4.000 4.000 4.000 8.000 8.000 12.000 12.000
critical space: dimension 2, quadratic invariants 1, cubic 0, quartic 2
random paths: 200, all with one irreducible kernel; dimension 1: 109, dimension 2: 91
rotations C4 only: single levels 4, double levels 3
quaternion group: one level of dimension 4
C4v subgroups: 10; isotropy subgroups of E: 6
g = 0.0 eV/A^4: B(axis) = 1.1250, B(diagonal) = 0.8125 eV/A^4
  kappa_c - kappa = 0.04 eV/A^2
    |u| = 0.110925 A (formula 0.110940 A), angle 45.00 deg
    energy gain = -1.23055e-04 eV (formula -1.23077e-04 eV)
    minimum A1, B1, B2 = -0.001543, 0.000000, -0.003074 A
    formula A1, B1, B2 = -0.001538, 0.000000, -0.003076 A
    remaining E distortion = 1.154e-04 A
  kappa_c - kappa = 0.01 eV/A^2
    |u| = 0.055468 A (formula 0.055470 A), angle 45.00 deg
    energy gain = -7.69197e-06 eV (formula -7.69231e-06 eV)
    minimum A1, B1, B2 = -0.000385, 0.000000, -0.000769 A
    formula A1, B1, B2 = -0.000385, 0.000000, -0.000769 A
    remaining E distortion = 1.444e-05 A
  L = {E, m(y=x)}, domains 4, order of line group 4
g = 2.5 eV/A^4: B(axis) = 1.1250, B(diagonal) = 1.4375 eV/A^4
  kappa_c - kappa = 0.04 eV/A^2
    |u| = 0.094290 A (formula 0.094281 A), angle 0.00 deg
    energy gain = -8.88999e-05 eV (formula -8.88889e-05 eV)
    minimum A1, B1, B2 = -0.001109, 0.001109, 0.000000 A
    formula A1, B1, B2 = -0.001111, 0.001111, 0.000000 A
    remaining E distortion = 7.397e-05 A
  kappa_c - kappa = 0.01 eV/A^2
    |u| = 0.047142 A (formula 0.047140 A), angle 0.00 deg
    energy gain = -5.55573e-06 eV (formula -5.55556e-06 eV)
    minimum A1, B1, B2 = -0.000278, 0.000278, 0.000000 A
    formula A1, B1, B2 = -0.000278, 0.000278, 0.000000 A
    remaining E distortion = 9.256e-06 A
  L = {E, m(y=0)}, domains 4, order of line group 4
main displacement, g = 0, depth 0.04: 0.110925 A = 0.209618 bohr
C3v, E: cubic invariants 1; c = 0.4 eV/A^3, b = 1.0 eV/A^4
  jump at a = 0.08000 eV/A^2, order parameter jumps to 0.200 A
PASS
```
